# Lamellar Period of a Diblock Copolymer When the Chain Is Halved

## Problem

In directed self-assembly, the alternating layers of a diblock copolymer serve as a line pattern, and the repeat period of the layers sets the pitch. Consider a melt of symmetric AB diblock copolymers. Each chain has $N$ segments, half of them A and half B. Both kinds have the same volume $1/\rho$ and the same statistical segment length $a$, so that an unperturbed chain has mean-square end-to-end distance $Na^2$. Each contact between unlike segments is penalised through the interaction parameter $\chi$: the mixing energy per volume is $\rho kT\chi\,\phi_A\phi_B$, where $\phi_A$ and $\phi_B$ are the local volume fractions. The melt is incompressible, $\phi_A+\phi_B=1$. The period $L$ is the thickness of one A layer plus one B layer.

Assume strong segregation: $\chi N$ is so large that the layers are nearly pure and the interfaces between them are thin.

(a) Find the stretching energy per chain as a function of $L$.

(b) Find the interfacial energy per chain as a function of $L$.

(c) Find the equilibrium period, and show that halving $N$ at fixed $\chi$, $a$ and $\rho$ reduces it to about 63 percent of its original value.

(d) Evaluate the periods for $a=0.6$ nm, $\chi=0.2$ and $N=1280$, halved to $640$. These are round model parameters.

(e) Does the result depend on the assumption that all chains are stretched uniformly? How far can the halving be repeated?

## Solution

### (a) Stretching energy

Let each chain run from the middle of an A layer to the middle of the neighbouring B layer, with its junction at the interface. Each layer is $L/2$ thick, so the chain spans $L/4+L/4=L/2$ along the layer normal. Spreading its segments evenly over this distance fills the layers at constant density.

The normal component of a random walk of $N$ steps has variance $Na^2/3$, one third of the total. For many steps its distribution is Gaussian,

$$P(R)\propto \exp\left(-\frac{R^2}{2(Na^2/3)}\right)=\exp\left(-\frac{3R^2}{2Na^2}\right).$$

The free energy of holding the chain at extension $R$ is $-kT\ln P(R)$, up to a constant. With $R=L/2$, and energies in units of $kT$,

$$F_{\rm st}=\frac{3}{2Na^2}\left(\frac{L}{2}\right)^2=\frac{3L^2}{8Na^2}.$$

The Gaussian form requires $R\ll Na$, which is checked in (d).

### (b) Interfacial energy

**Area per chain.** A chain occupies the volume $N/\rho$. If its share of interface is $\Sigma$, it fills a column of cross-section $\Sigma$ and length $L/2$. Hence

$$\Sigma\,\frac L2=\frac N\rho\quad\Rightarrow\quad \Sigma=\frac{2N}{\rho L}.$$

**Cost of a composition gradient.** Let $q(x,n)$ be the statistical weight of a chain piece of $n$ segments ending at $x$, in a potential $w(x)$ per segment in units of $kT$. Adding a segment averages $q$ over a step whose $x$-component has variance $a^2/3$, and multiplies by $e^{-w}$. For slow variation,

$$\frac{\partial q}{\partial n}=\frac{a^2}{6}\frac{\partial^2 q}{\partial x^2}-w\,q .$$

For a long piece the lowest eigenfunction $\psi$ dominates, $q\to e^{-\varepsilon n}\psi(x)$. A segment inside the chain has a long piece on either side, so its density is proportional to $\psi^2$. Multiplying the eigenvalue equation by $\psi$ and integrating by parts gives, for normalised $\psi$,

$$\varepsilon=\int\left[\frac{a^2}{6}\psi'^2+w\psi^2\right]dx .$$

Here $\varepsilon$ is the free energy per segment and the second term is the potential energy. The first term is therefore the entropy cost of the profile. Setting $\phi_A=\psi_A^2$ and $\phi_B=\psi_B^2$, and adding the mixing energy, we find the interfacial energy per area

$$\frac{\gamma}{\rho kT}=\int\left[\frac{a^2}{6}\left(\psi_A'^2+\psi_B'^2\right)+\chi\psi_A^2\psi_B^2\right]dx .$$

**Minimisation.** Incompressibility is satisfied by $\psi_A=\sin\theta$, $\psi_B=\cos\theta$, with $\theta$ running from $0$ in pure B to $\pi/2$ in pure A. Then $\psi_A'^2+\psi_B'^2=\theta'^2$, and completing the square gives

$$\frac{a^2}{6}\theta'^2+\chi\sin^2\theta\cos^2\theta=\left(\frac{a}{\sqrt6}\theta'-\sqrt\chi\,\sin\theta\cos\theta\right)^2+2a\sqrt{\frac{\chi}{6}}\,\sin\theta\cos\theta\;\theta' .$$

The last term integrates to $2a\sqrt{\chi/6}\int_0^{\pi/2}\sin\theta\cos\theta\,d\theta=a\sqrt{\chi/6}$, whatever the profile. The square is never negative, and it vanishes if $\theta'=(\sqrt{6\chi}/a)\sin\theta\cos\theta$. This equation has the solution $\tan\theta=e^{\sqrt{6\chi}\,x/a}$, so the minimum is reached:

$$\frac{\gamma}{\rho kT}=a\sqrt{\frac\chi6},\qquad \phi_A=\sin^2\theta=\frac12\left[1+\tanh\frac{2x}{\xi}\right],\qquad \xi=\frac{2a}{\sqrt{6\chi}} .$$

Neither $\gamma$ nor the width $\xi$ contains $N$: at this order the interface does not sense how long the chains are. The interfacial energy per chain, in units of $kT$, is

$$F_{\rm int}=\frac{\gamma\Sigma}{kT}=\rho a\sqrt{\frac\chi6}\;\frac{2N}{\rho L}=\frac{2Na}{L}\sqrt{\frac\chi6}.$$

### (c) Equilibrium period and the effect of halving

Stretching favours thin layers. The interface favours thick ones, because they leave less interface per chain. The derivative of $F=F_{\rm st}+F_{\rm int}$ vanishes when

$$\frac{3L}{4Na^2}-\frac{2Na}{L^2}\sqrt{\frac\chi6}=0 .$$

Multiplying by $4Na^2L^2/3$ gives

$$L^3=\frac{8}{3}\sqrt{\frac{\chi}{6}}\;a^3N^2,\qquad L=\left(\frac{8}{3\sqrt6}\right)^{1/3}a\,\chi^{1/6}N^{2/3}.$$

Both terms of $F$ have positive second derivatives for $L>0$, so this is a minimum. Multiplying the equilibrium condition by $L$ also shows that $2F_{\rm st}=F_{\rm int}$ there.

When $N$ is halved at fixed $\chi$ and $a$, the prefactors cancel:

$$\frac{L(N/2)}{L(N)}=\left(\frac12\right)^{2/3}=0.630 .$$

The period falls to about 63 percent of its original value, a reduction of about 37 percent.

The ratio lies between two simpler cases. Unstretched coils, with size proportional to $N^{1/2}$, would give $0.707$; fully extended chains would give $0.5$.

Fixing $\chi$ matters. Since $\chi^{1/6}N^{2/3}=(\chi N)^{1/6}N^{1/2}$, halving $N$ while doubling $\chi$ would reduce the period only to $0.707$ of its value. Conversely, $N\propto L^{3/2}$ at fixed $\chi$, so in the strong-segregation limit halving the period takes a chain shortened to $2^{-3/2}\approx0.35$ of its length.

### (d) Numbers

The prefactor is $1.0287$, and $0.2^{1/6}=0.7647$. With $1280^{2/3}=117.9$ and $640^{2/3}=74.3$,

$$L(1280)=1.0287\times0.6\ \text{nm}\times0.7647\times117.9\approx55.6\ \text{nm},$$

$$L(640)=1.0287\times0.6\ \text{nm}\times0.7647\times74.3\approx35.1\ \text{nm}.$$

Single layers shrink from about 28 nm to 17.5 nm.

The energies per chain are $F_{\rm st}=2.52\,kT$ and $F_{\rm int}=5.04\,kT$ for the long chain, and $2.00\,kT$ and $4.00\,kT$ for the short one. Both pairs show the ratio $1:2$.

The assumptions can now be checked. The long chain spans $0.036$ of its contour length $Na$, well inside the Gaussian range. The interface width is $\xi=1.10$ nm, small compared with either layer thickness. It is, however, less than two segment lengths, so the slow-variation assumption in (b) is only roughly met. For a chain model with discrete segments, $\gamma$ could differ somewhat. A change in $\gamma$ that is independent of $N$ would still cancel from the ratio.

### (e) What the ratio depends on

**Other chain arrangements.** Uniform stretching is an assumption, and a better arrangement exists. Consider one block of $N_b=N/2$ segments in a half-layer of thickness $h=L/4$. Let its free end lie at any distance $z_0$ from the interface, with path and end distribution

$$z(n)=z_0\sin\frac{\pi n}{2N_b},\qquad g(z_0)=\frac{z_0}{h\sqrt{h^2-z_0^2}} .$$

On such a path $dn/dz=(2N_b/\pi)/\sqrt{z_0^2-z^2}$. The number of segments per unit height, averaged over blocks, is

$$\int_z^h g(z_0)\frac{dn}{dz}\,dz_0=\frac{2N_b}{\pi h}\int_z^h\frac{z_0\,dz_0}{\sqrt{(z_0^2-z^2)(h^2-z_0^2)}}=\frac{2N_b}{\pi h}\cdot\frac\pi2=\frac{N_b}{h}.$$

This is constant, so the layer is properly filled. Applying the Gaussian cost to each short piece of the path gives

$$\frac{3}{2a^2}\int_0^{N_b}\left(\frac{dz}{dn}\right)^2dn=\frac{3}{2a^2}\cdot\frac{\pi^2z_0^2}{4N_b^2}\cdot\frac{N_b}{2}=\frac{3\pi^2z_0^2}{16N_ba^2}.$$

The average of $z_0^2$ over $g$ is $2h^2/3$, so a block costs $\pi^2h^2/(8N_ba^2)$. Inserting $h=L/4$ and $N_b=N/2$, and counting two blocks,

$$F_{\rm st}=\frac{\pi^2L^2}{32Na^2}.$$

The coefficient is $0.308$ instead of $3/8=0.375$. Since $L^3$ is inversely proportional to this coefficient, the period grows by the factor $(12/\pi^2)^{1/3}=1.067$. The dependence on $L^2/N$ is unchanged, so the ratio remains $0.630$.

**Finite segregation.** A self-consistent field calculation for continuous Gaussian chains assumes neither a prescribed stretching nor a thin interface. It is still a mean-field theory and leaves out composition fluctuations. At $\chi=0.2$ it gives the following periods; the last column is the ratio to the period in the row above.

| $N$ | $\chi N$ | Period (nm) | Ratio |
|---|---|---|---|
| 1280 | 256 | 59.4 | – |
| 640 | 128 | 37.1 | 0.625 |
| 320 | 64 | 23.0 | 0.621 |
| 160 | 32 | 14.1 | 0.611 |
| 80 | 16 | 8.3 | 0.590 |

For the halving in (d) the ratio is $0.625$, less than 1 percent below the leading-order value. The long-chain period is 6.7 percent above the uniform-stretching result, about the increase found for the better arrangement. The closeness of that match should not be overrated: the excess is 5.9 percent at $N=640$ and rises past 7 percent at $N=2560$, so the near-equality at $N=1280$ is a crossing of the leading-order value, not a limit that has been reached.

The ratio drifts away from $0.630$ as the chains get shorter, because each halving of $N$ also halves $\chi N$. At $N=80$ the A fraction reaches only $0.955$ in the middle of an A layer, and the leading-order width $\xi$ is about a quarter of the layer thickness; the actual interface is broader still. The picture of pure layers with thin interfaces is then poor. One more halving gives $\chi N=8$, below the mean-field ordering value of roughly 10 for symmetric diblocks, and there are no lamellae left. At $\chi=0.2$ the mean-field lamellae end near $N=52$, where the period is about $1.32\,a\sqrt N\approx5.7$ nm. Within this theory, chains somewhat shorter than 80 segments therefore still give a finer pattern, but another full halving gives none. Composition fluctuations raise the ordering value for short chains, so in a real melt order may be lost earlier, possibly already at $N=80$. For linear symmetric diblocks with the same segment length $a$, going on to much finer patterns requires a pair of blocks with larger $\chi$.

The numerical output below lists the tabulated periods and the A fractions, together with checks of the stretching and interfacial energies.

## Numbers as computed

```
segment length a = 0.6 nm
interaction parameter chi = 0.2 (dimensionless)
chain lengths N = 1280, 640 segments
chi*N = 256, 128 (dimensionless)
period prefactor = 1.0287 (dimensionless)
formula period, long chain = 55.65 nm
formula period, short chain = 35.05 nm
minimised period, long chain = 55.64 nm
minimised period, short chain = 35.05 nm
minimised period ratio = 0.6300
2**(-2/3) = 0.6300
ideal-coil ratio 2**(-1/2) = 0.7071
stretching energy, long chain = 2.519 kT
interface energy, long chain = 5.039 kT
stretching energy, short chain = 2.000 kT
interface energy, short chain = 3.999 kT
walk test: extension = 27.71 nm
walk test: exact count cost = 2.4997 kT
walk test: Gaussian cost = 2.5000 kT
gamma/(rho kT a), numerical = 0.18252
gamma/(rho kT a), formula = 0.18257
interface width 2a/sqrt(6 chi) = 1.10 nm
extension/contour, long chain = 0.0362
SCFT N=1280, chi*N=256: period = 59.40 nm, formula = 55.65 nm, max A fraction = 1.0000
SCFT N=640, chi*N=128: period = 37.12 nm, formula = 35.05 nm, max A fraction = 1.0000
SCFT N=320, chi*N=64: period = 23.03 nm, formula = 22.08 nm, max A fraction = 1.0000
SCFT N=160, chi*N=32: period = 14.08 nm, formula = 13.91 nm, max A fraction = 0.9978
SCFT N=80, chi*N=16: period = 8.31 nm, formula = 8.76 nm, max A fraction = 0.9550
SCFT period ratio, N 1280 to 640 = 0.6249
SCFT period ratio, N 640 to 320 = 0.6205
SCFT period ratio, N 320 to 160 = 0.6112
SCFT period ratio, N 160 to 80 = 0.5900
SCFT period, long chain, finer grid = 59.39 nm
```
